\section*{Joining Slices of a Wire with Evanescent Modes: Scattering versus Transfer Matrices}

\section{The situation and the settings it concerns}

An electron in a narrow copper line meets a grain boundary. Part of its wave goes on, part returns, and part goes into transverse patterns that have too little energy to travel. These evanescent, or closed, modes die away with distance from the boundary, usually quickly, but slowly when the energy is just below their threshold. They carry no current into the leads, yet they alter how strongly the boundary scatters.

Some programs compute the conductance of such a line by cutting it into slices and joining them. The user may have to choose how the slices are joined, how many closed modes are kept and how thin the slices are. Transfer matrices and scattering matrices describe the same physics, but they respond very differently to rounding. The analysis below shows why, and what follows for each choice.

\section{Model and conventions}

The wire has hard walls, width $W$ along $y$ and height $H$ along $z$; current flows along $x$. Electrons are independent, with mass $m$ and energy $E$. Grain boundary $j$ is a plane with potential $S_j(y)\,\delta(x-x_j)$. Since $S_j$ does not depend on $z$, each height mode $\sin(p\pi z/H)$ scatters separately. For one such $p$ we write
\[
\Psi=\sin\frac{p\pi z}{H}\sum_{n=1}^{N}\psi_n(x)\sqrt{\tfrac{2}{W}}\sin\frac{n\pi y}{W}.
\]
Inserting this in the Schr\"odinger equation, multiplying by $-2m/\hbar^2$ and projecting on mode $n$ gives, in matrix form,
\begin{equation}
\psi''+K^2\psi=\sum_j U_j\,\delta(x-x_j)\,\psi ,
\label{ode}
\end{equation}
where $K$ is diagonal with entries
\[
k_n=\sqrt{\frac{2mE}{\hbar^2}-\Big(\frac{p\pi}{H}\Big)^2-\Big(\frac{n\pi}{W}\Big)^2},
\qquad (U_j)_{mn}=\frac{2m}{\hbar^2}\langle m|S_j|n\rangle .
\]
A closed mode has a negative radicand, and we take $k_n=i\kappa_n$ with $\kappa_n>0$. No $k_n$ is assumed to vanish. If $S_j$ contains $\cos(q\pi y/W)$, with integer $q\ge1$, the product rule for sines gives
\begin{equation}
\langle m|\cos\tfrac{q\pi y}{W}|n\rangle=\tfrac12\left(\delta_{|m-n|,q}-\delta_{m+n,q}\right).
\label{cos}
\end{equation}
A ripple of order $q$ therefore links modes whose numbers differ by $q$, or add up to $q$.

To the left of a scatterer $\psi=e^{iKx}a+e^{-iKx}b$; to the right $\psi=e^{iKx}c+e^{-iKx}d$, each with $x$ measured from the nearest plane. Incoming amplitudes are $a,d$, outgoing ones $b,c$:
\begin{equation}
b=ra+t'd,\qquad c=ta+r'd .
\label{S}
\end{equation}

\section{One plane, and what its closed modes do}

At a plane $\psi$ is continuous. Integrating Eq.~(\ref{ode}) across it gives $\psi'_+-\psi'_-=U\psi$. Hence
\begin{equation}
a+b=c+d,\qquad iK(c-d)-iK(a-b)=U(c+d).
\label{match}
\end{equation}
Set $d=0$. Then $b=c-a$, so $a-b=2a-c$, and the second condition becomes $2iK(c-a)=Uc$. Therefore
\begin{equation}
t=(2iK-U)^{-1}2iK,\qquad r=t-1 .
\label{plane}
\end{equation}
The plane looks the same from both sides, so $t'=t$ and $r'=r$.

To see the effect of closed modes, split the amplitudes into open ($o$) and closed ($c$) parts, with only open waves incoming. Since $2ik_n=-2\kappa_n$ for closed modes, the closed rows of $(2iK-U)\,t\,a=2iKa$ read $-(2\kappa+U_{cc})t_c-U_{co}t_o=0$. Solving for $t_c$ and inserting it in the open rows gives
\begin{equation}
\left(2iK_o-U_{\rm eff}\right)t_o=2iK_oa_o,\quad
U_{\rm eff}=U_{oo}-U_{oc}(2\kappa+U_{cc})^{-1}U_{co}.
\label{ueff}
\end{equation}
When $2\kappa+U_{cc}$ is positive definite, as for a repulsive plane, the closed modes reduce the effective repulsion: the wave can reshape itself to avoid the strong spots. A uniform plane has $U_{oc}=0$, and closed modes then play no part. For an attractive plane $2\kappa+U_{cc}$ can become singular, which gives a resonance sensitive to the modes kept.

\section{Which matrix is unitary}

Up to a constant factor the current is $J=\mathrm{Im}\,\psi^\dagger\psi'$. Between planes $\mathrm{Im}\,\psi^\dagger\psi''=-\mathrm{Im}\,\psi^\dagger K^2\psi=0$, because $K^2$ is real. Across a plane $J$ jumps by $\mathrm{Im}\,\psi^\dagger U\psi=0$, because $U$ is Hermitian. So $J$ is constant along the wire, for any number of modes kept.

For an open mode
\[
\psi_n^*\psi_n'=ik_n\left(|a_n|^2-|b_n|^2+b_n^*a_ne^{2ik_nx}-a_n^*b_ne^{-2ik_nx}\right).
\]
The last two terms are a number minus its conjugate, hence imaginary; times $ik_n$ they are real and drop out. The current is $k_n(|a_n|^2-|b_n|^2)$. In the leads a closed mode only decays away from the scatterer. It is a constant times a real function, and carries no current. Multiplying each open amplitude by $\sqrt{k_n}$ thus makes the open block of the scattering matrix unitary. In particular, with tildes for this block,
\begin{equation}
Q=\tilde r'^\dagger\tilde r'+\tilde t'^\dagger\tilde t'-1=0 .
\label{Q}
\end{equation}
The largest element of $|Q|$ is called the flux error below.

The matrix that includes closed modes is not unitary. For one closed mode Eq.~(\ref{plane}) gives $t=2\kappa/(2\kappa+u)$ and $r=-u/(2\kappa+u)$, so $r^2+t^2-1=-4\kappa u/(2\kappa+u)^2\ne0$.

Flux conservation is consequently no test of whether enough modes are kept: a calculation without any closed modes conserves flux too. It tests arithmetic.

\section{Joining scattering matrices}

Let part $A$ be followed by a gap $L$ and part $B$, and let $P=e^{iKL}$. Referring the right-hand amplitudes of $A$ to the left face of $B$ changes
\[
t_A\to Pt_A,\qquad t'_A\to t'_AP,\qquad r'_A\to Pr'_AP .
\]
With these replacements made, let $u$ and $v$ be the right- and left-moving amplitudes at that face. Each part obeys Eq.~(\ref{S}):
\[
u=t_Aa+r'_Av,\qquad v=r_Bu+t'_Bd .
\]
Eliminating $v$,
\begin{equation}
u=(1-r'_Ar_B)^{-1}\left(t_Aa+r'_At'_Bd\right).
\label{u}
\end{equation}
Write $D=(1-r'_Ar_B)^{-1}$. The outgoing amplitudes are $b=r_Aa+t'_Av$ and $c=t_Bu+r'_Bd$, so
\begin{align}
t&=t_BDt_A, & r&=r_A+t'_Ar_BDt_A,\nonumber\\
r'&=r'_B+t_BDr'_At'_B, & t'&=t'_A\left(1+r_BDr'_A\right)t'_B .
\label{star}
\end{align}
The gap enters only through $P$, whose entries have modulus one for open modes and $e^{-\kappa_nL}<1$ for closed ones. No growing exponential is formed.

Two inverses remain as risks: $D$, and that of $2iK-U$ in Eq.~(\ref{plane}). Take $D$ first. If $1-r'_Ar_B$ is singular, some $u\neq0$ exists with $a=d=0$: a wave sustained without input. By current conservation its outgoing open amplitudes vanish, so it decays into both leads and is a bound state at energy $E$. Near such a state, or a very sharp resonance, $D$ is large and rounding errors can be amplified. $D$ can also be large close to a mode threshold, where that mode has a reflection amplitude near $-1$ and a gap factor near 1, without any bound state. A large condition number of $1-r'_Ar_B$ is thus a warning, not a proof of error.

A single attractive plane can hold a nearly bound state by itself. Then $2iK-U$ is nearly singular, and a wide gap can hide this from $D$. For attractive planes both condition numbers should be monitored.

\section{Why the transfer matrix fails}

The transfer matrix gives $(c,d)$ from $(a,b)$. Equation~(\ref{match}) supplies $c+d=a+b$ and $c-d=a-b+(iK)^{-1}U(a+b)$. Half their sum and half their difference give, with $g=(2iK)^{-1}U$,
\begin{equation}
M=\begin{pmatrix}1+g&g\\-g&1-g\end{pmatrix},\qquad
M_{\rm gap}=\begin{pmatrix}P&0\\0&P^{-1}\end{pmatrix}.
\label{M}
\end{equation}
For the whole wire set $a=0$: then $c=M_{12}b$ and $d=M_{22}b$, so
\begin{equation}
t'=M_{22}^{-1},\qquad r'=M_{12}M_{22}^{-1}.
\label{fromM}
\end{equation}
In exact arithmetic this is the same answer as Eq.~(\ref{star}). For two planes, however,
\[
M_{22}=-g_BPg_A+(1-g_B)P^{-1}(1-g_A),
\]
and $P^{-1}$ contains $e^{\kappa_{\max}L}$. Through the off-diagonal elements of $g$ this factor enters elements belonging to open modes. Stored with relative precision $\varepsilon$, they carry an absolute error $\delta$ of order $\varepsilon e^{\kappa_{\max}L}$, times the coupling strengths. While $\delta$ is small,
\begin{equation}
(M_{22}+\delta)^{-1}\simeq t'-t'\delta t' ,
\label{err}
\end{equation}
and $t'$ is of order one for open modes. The flux error thus grows roughly as $\varepsilon e^{\kappa_{\max}L}$.

Two consequences matter in use. Cutting a gap into thinner slices does not help, because the factors multiply back to the same exponential. Keeping more closed modes makes matters worse, because $\kappa_{\max}$ rises. Uniform planes are an exception if the off-diagonal elements of $U$ are stored as exact zeros: $g$ is then diagonal, each mode has its own $2\times2$ problem, and the open modes never meet the growing factor. Rounding noise in those elements, for instance from numerical integration, is enough to bring the growth back.

\section{Slices of finite thickness}

A slice with potential spread over a length $w$ can be replaced by many planes. In $(\psi,\psi')$ the equation inside it is $\frac{d}{dx}(\psi,\psi')^T=(A+B)(\psi,\psi')^T$, where
\[
A=\begin{pmatrix}0&1\\-K^2&0\end{pmatrix},\qquad B=\begin{pmatrix}0&0\\U/w&0\end{pmatrix}.
\]
A plane in the middle of a step $h$ replaces $e^{h(A+B)}$ by $e^{hA/2}e^{hB}e^{hA/2}$. Both have the second-order term $\frac{h^2}{2}(A^2+AB+BA+B^2)$, so they differ first at $h^3$. Over $w/h$ steps the error is of order $h^2$.

This was tested on a slice 0.3 nm thick in a wire 1 nm wide with 8 modes, against the exponential of $w(A+B)$. The largest error of a transmission amplitude was $8.6\times10^{-4}$ with 20 planes and $2.15\times10^{-4}$ with 40, a ratio of 4.00.

\section{From amplitudes to resistance}

With two spin directions the Landauer conductance is
\begin{equation}
G=\frac{2e^2}{h}\,T,\qquad T=\sum_p\sum_{m,n\ \rm open}\frac{k_m}{k_n}|t_{mn}|^2 .
\label{G}
\end{equation}
The ratio $k_m/k_n$ is the flux normalization. Without boundaries $T$ is the number of open modes, and $1/G$ is the contact resistance.

If phase memory is lost between boundaries, probabilities are joined instead of amplitudes. For one mode and two planes, $|t|^2=T_1T_2/|1-\rho e^{i\phi}|^2$ with $|\rho|^2=R_1R_2$. Expanding $1/(1-\rho e^{i\phi})$ in powers of $e^{i\phi}$ and averaging over $\phi$ removes the cross terms:
\[
\overline{|t|^2}=T_1T_2\sum_{s\ge0}(R_1R_2)^s=\frac{T_1T_2}{1-R_1R_2}.
\]
This is Eq.~(\ref{star}) with every amplitude replaced by its probability and $P=1$. For many modes, or more than two planes, the same rule with matrices of probabilities assumes more: every passage through a gap must receive its own random phase. Averaging over one fixed phase per mode and gap is not enough, because different paths can then share the same total phase and still interfere.

\section{A copper-like line}

The example has $W=H=6$ nm, roughly the core a liner leaves in a 10 nm trench, and a Fermi energy of 7 eV, a rough value for copper. With the free-electron mass $2m/\hbar^2=26.25\ \mathrm{eV^{-1}nm^{-2}}$ and $k_F=13.555\ \mathrm{nm^{-1}}$. Five boundaries are separated by 5.3, 6.9, 6.1 and 7.4 nm, in all 25.7 nm, with
\[
S_j(y)=S_0\Big[1+\sum_{q=1}^{12}0.3\sin(jq^2)\cos\frac{q\pi y}{W}\Big],\quad S_0=0.5\ \mathrm{eV\,nm}.
\]
The sine, its argument in radians, serves as a reproducible source of irregularity. A uniform plane of this mean strength has $u=26.25\times0.5=13.1\ \mathrm{nm^{-1}}$ and reflects $u^2/(u^2+4k_F^2)=0.19$ at normal incidence.

\subsection{Rounding}

Take the lowest height mode, which has 25 open modes, and the first two planes at a variable distance $d$. With 32 modes kept, $\kappa_{\max}=9.86\ \mathrm{nm^{-1}}$. The flux errors are:
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & transfer & scattering\\
1.50 & $1.0\times10^{-11}$ & $8.9\times10^{-16}$\\
2.25 & $9.9\times10^{-9}$ & $6.7\times10^{-16}$\\
3.25 & $1.8\times10^{-4}$ & $8.9\times10^{-16}$
\end{tabular}
\end{center}
The fitted growth rate over eight distances is $9.58\ \mathrm{nm^{-1}}$, within 3\% of $\kappa_{\max}$. At 3.25 nm, $\varepsilon e^{\kappa_{\max}d}=2.2\times10^{-16}\times e^{32.0}\approx0.02$; the observed error is about a hundredth of this. The estimate omits the coupling strengths, so it is a guide to the growth rate rather than to the size of the error.

In the actual wire, still for the lowest height mode, with 40 modes and $\kappa_{\max}=15.97\ \mathrm{nm^{-1}}$, the first gap already puts Eq.~(\ref{err}) out of range. The transfer product has a flux error of $10^{23}$ after two planes and $6\times10^{158}$ after five. Its transmission can still look harmless: 9.2 after two planes, where composition gives 14.2, and 0.60 after five, where composition gives 8.73. The transfer figures are products of rounding: a tiny change of the input or of the order of operations can move these flux errors by one or two orders of magnitude and the 9.2 to 9.1. A plausible transmission is no evidence of a sound calculation; reflection must be included in the check.

Composition keeps the flux error at $2\times10^{-15}$ for five planes and $6\times10^{-14}$ for 200. The largest condition number of $1-r'_Ar_B$ in the five-plane wire is 5.4 for this height mode, and 8.9 when all height modes are included. Its amplitudes agree within $7\times10^{-14}$ with one simultaneous solution of
\[
\psi(x_i)=e^{iK(x_i-x_1)}a+\sum_j\frac{e^{iK|x_i-x_j|}}{2iK}\,U_j\psi(x_j),
\]
which uses no composition.

That rounding is to blame, and not Eq.~(\ref{fromM}), is shown by a 1 nm wide wire with the same gaps and 8 modes. There the exponential alone suggests a loss of about $\kappa_{\max}L/\ln10=21.17\times25.7/2.303=236$ digits. Carried out with 276 digits, the transfer product agrees with ordinary double-precision composition within $1.1\times10^{-14}$.

\subsection{Resistance and closed modes}

All height modes together give 498 open modes and $T=137.9$. With $2e^2/h=0.07748$ mS, $G=10.7$ mS and the resistance is $93.6\ \Omega$, of which $25.9\ \Omega$ is contact resistance.

Dropping all closed modes gives $96.1\ \Omega$, 2.7\% too high within this model. Three of the planes are slightly attractive in places, but $2\kappa+U_{cc}$ is positive definite for every plane and height mode, so the sign agrees with the weaker effective repulsion in Eq.~(\ref{ueff}). Interference between planes keeps this from being a strict rule: one of the 25 height modes shifts the other way, and at nine energies between 6.8 and 7.2 eV the excess varies from 1.8 to 3.3\%. Going from 40 to 60 modes changes $T$ by only $6\times10^{-5}$ of its value. Equation~(\ref{cos}) explains why 40 is a sensible number: ripples up to $q=12$ link the 25 open modes directly to closed modes up to number 37.

\subsection{Beside a real line}

One serious weakness is the zero thickness of the boundaries. Spreading each over 0.3 nm, with $S_j$ and the centres held fixed, lowers the resistance from 93.6 to about $49\ \Omega$. Six planes per boundary give $48.9\ \Omega$, and treating each layer exactly gives the same figure. The dependence on thickness is not monotonic: the resistance is about $102\ \Omega$ at 0.1 nm and $75\ \Omega$ at 0.2 nm. To first order in the potential, the reflection amplitude of a layer of thickness $w$ is that of the plane times $\sin(kw)/(kw)$. At $k_F$, $kw=4.07$ and the factor is $-0.20$, so at this wave number waves returned from different depths largely cancel. First order is only a qualitative guide here, because the layer is a barrier of height $S_0/w\approx1.7$ eV. For a uniform layer the exact ratio of the reflection amplitudes has modulus 0.12 at $k_F$, and 1.05 at $k=6\ \mathrm{nm^{-1}}$, where the factor is 0.54. The modes that move most slowly along the wire lack the cancellation and must tunnel; they are transmitted less well than by the plane, with probability 0.007 against 0.023 at $k=1\ \mathrm{nm^{-1}}$. The area under the potential is therefore not enough to choose an equivalent plane. Nor is the reflection at one angle, because the factor depends on the wave number along the wire and so differs from mode to mode. When the thickness matters, it is safer to keep it in the model.

Raising the mass by a rough factor 1.4, with $k_F$ and $S_j$ held fixed, multiplies $U$ by 1.4 and gives $143\ \Omega$. Complete loss of phase memory between boundaries gives $91.5\ \Omega$. Thermal averaging at 300 K, with the chemical potential fixed, gives $95.1\ \Omega$ with 8 energies, $95.6\ \Omega$ with 16 and $95.5\ \Omega$ on a grid of 141. Many energies are needed because the coherent resistance fluctuates: within $k_BT$ of 7 eV it ranges from about 93.6 to $98.8\ \Omega$.

Phonons and rough walls are absent from the model. Their added resistance can be estimated as $L/(\sigma WH)$, with $\sigma=ne^2\lambda/(\hbar k_F)$ and $n=k_F^3/3\pi^2$. A rough room-temperature phonon path $\lambda=40$ nm adds about $12\ \Omega$. Fully diffuse walls, with $\lambda$ set to the width as an order of magnitude, add about $80\ \Omega$, nearly as much as the whole computed resistance. The non-spherical Fermi surface of copper is not assessed. The $93.6\ \Omega$ is thus converged in the number of modes, but it belongs to this model at this one energy and these gaps; it is not a prediction for a manufactured line.

\section{Choosing the settings}

\begin{itemize}
\item \emph{Joining method.} Choose scattering-matrix composition whenever closed modes are kept and the slices mix modes. Use a transfer product only if $\kappa_{\max}L_{\rm total}$ stays below about $\ln(\eta/\varepsilon)$, where $\eta$ is the acceptable error. For $\eta=10^{-6}$ in double precision this is 22, or 1.4 nm at $\kappa_{\max}=15.97\ \mathrm{nm^{-1}}$.
\item \emph{Closed modes.} Start with the number of open modes plus the highest ripple order of the potential, then raise it until the conductance settles. Do not lower it to rescue a transfer product: that exchanges a visible error for a hidden one.
\item \emph{Slice thickness.} Set it by the potential and the wavelength, then halve it until the result settles; in the second-order regime each change should be about a quarter of the one before. It is no remedy for exponential growth.
\item \emph{Checks.} Inspect the flux error for arithmetic, the mode cutoff for completeness and the condition numbers of the inverted matrices for sensitivity to rounding. None of them replaces the others.
\end{itemize}
The numerical output that follows lists the remaining distances and intermediate values.

\section*{Computed results}
\begin{verbatim}
core width, height: 6.0, 6.0 nm
Fermi energy: 7.0 eV; k_F: 13.555 1/nm
2m/hbar^2: 26.247 1/(eV nm^2)
plane gaps: [5.3, 6.9, 6.1, 7.4] nm; total length: 25.7 nm
mean plane strength: 0.5 eV nm; ripple factor: 0.3
normal reflection of uniform plane: 0.190
lowest height mode: open 25, kept 40
largest kappa of kept modes: 15.97 1/nm
thick slice, error with 20, 40 planes: 8.59e-04, 2.15e-04; ratio 4.00
composition minus global solution, max: 6.7e-14
narrow test wire: width 1.0 nm, modes 8, open 4
  kappa_max 21.17 1/nm; digits lost 236; digits used 276
  composition minus many-digit transfer: 1.1e-14
two planes, 32 modes: distance nm, flux error transfer, composed
  1.50  1.0e-11  8.9e-16
  1.75  1.5e-10  6.7e-16
  2.00  9.9e-10  1.1e-15
  2.25  9.9e-09  6.7e-16
  2.50  2.2e-07  1.1e-15
  2.75  8.8e-07  8.9e-16
  3.00  2.8e-05  8.9e-16
  3.25  1.8e-04  8.9e-16
fitted growth rate: 9.58 1/nm; kappa_max: 9.86 1/nm
wire: planes, flux error composed, transfer, T composed, transfer
  2  8.9e-16  1.3e+23  14.1578  9.183e+00
  3  1.3e-15  1.9e+115  10.9151  3.443e+03
  4  1.8e-15  6.1e+143  9.4663  2.567e+04
  5  2.0e-15  6.0e+158  8.7314  6.004e-01
largest condition number in composition: 5.43
flux error composed, 200 planes: 5.6e-14
unitarity defect of full matrix, closed mode: 0.375
3D wire: open modes 498, total transmission 137.909
conductance: 10.685 mS
resistance: 93.59 ohm; without boundaries: 25.92 ohm
relative shift, 40 to 60 modes: 5.86e-05
resistance, open modes only: 96.09 ohm
resistance, phase-incoherent: 91.49 ohm
resistance, 300 K smearing, 16 energies: 95.58 ohm; 8: 95.07 ohm
resistance, boundaries 0.3 nm thick: 48.91 ohm
resistance, mass ratio 1.4 at same k_F: 143.44 ohm
added by phonons, path 40 nm (rough): 11.8 ohm
added by diffuse walls, path = width (rough): 79 ohm
\end{verbatim}
